# Misfit strain and the Landau coefficients of epitaxial (001) perovskite films, part 1

(Sections cited here and not found follow in the second part.)

## From the clamped film to the renormalised coefficients

### A film on a lattice-matched substrate

Take a perovskite film whose cubic lattice fits its substrate perfectly, and let it develop a polarisation $P$ along the film normal. A free crystal would change shape as it polarised. Electrostriction would give it the same strain $Q_{12}P^2$ along both in-plane axes, and in most ferroelectric perovskites $Q_{12}$ is negative, so the crystal would shrink sideways. The film cannot shrink, because it is bonded to a thick substrate.

The energy follows from doing the two things in turn. First let the crystal polarise freely, at a cost $G_0(P)$ per unit volume. Then, with $P$ held fixed, pull it back to its original width by the elastic strain $e=-Q_{12}P^2$ along both in-plane axes. If $s_{11}$ and $s_{12}$ are the elastic compliances, an equal stress $\sigma$ along both axes produces along each of them the strain

$$e=s_{11}\sigma+s_{12}\sigma=S\sigma,\qquad S=s_{11}+s_{12}. \tag{1}$$

The stress grows linearly from zero, so each axis contributes the work $\tfrac12\sigma e$. The top face moves, but no force acts on it and no work is done there. The total work is

$$2\times\tfrac12\sigma e=\frac{e^2}{S}=\frac{Q_{12}^2}{S}P^4 . \tag{2}$$

The substrate has added a positive quartic term. The quadratic term is untouched, because an unpolarised film on this substrate has no stress for the polarisation to work against.

Now let the substrate impose a strain $u_m$ on the cubic lattice. The elastic strain needed after free polarisation is $e=u_m-Q_{12}P^2$, and the work is

$$\frac{(u_m-Q_{12}P^2)^2}{S}=\frac{u_m^2}{S}-\frac{2Q_{12}u_m}{S}P^2+\frac{Q_{12}^2}{S}P^4 . \tag{3}$$

The cross term shifts the quadratic coefficient. What remains is to establish which assumptions this argument uses, why the remaining strain components drop out, and which thermodynamic potential has been computed.

### Assumptions and conventions

The axes 1 and 2 lie in the film plane along the cubic axes, and axis 3 is the normal. Strains and stresses are written as six-component vectors in Voigt notation, with components 4, 5 and 6 for the shears 23, 13 and 12; shear strains are engineering strains. Tensile stress is positive. Energies are per unit volume of the cubic reference lattice.

The misfit strain is

$$u_m=\frac{b_s-a_0}{a_0}, \tag{4}$$

where $b_s$ is the in-plane lattice spacing set by the substrate and $a_0$ is the lattice constant that the film material would have at the same temperature if it were cubic and unstressed. Below the bulk transition $a_0$ is an extrapolated quantity. It is not the short axis of the polarised bulk crystal.

The film is coherent and homogeneous. Its elasticity is linear and its spontaneous strain is quadratic in $P$. Surface energies and couplings to strain gradients are left out, as are other order parameters such as rotations of the oxygen octahedra. Ideal short-circuited electrodes cancel the depolarising field. The treatment is mean-field: $P$ has one value, without thermal fluctuations about it.

For $\mathbf P=(0,0,P)$ the energy of the unstressed crystal is taken to sixth order,

$$G_0(P)=a_1P^2+a_{11}P^4+a_{111}P^6,\qquad a_{111}>0 . \tag{5}$$

These are the coefficients at constant stress. A free crystal strains as it polarises, and the energy released by that strain is already contained in $a_{11}$. Coefficients defined at constant strain need a different correction, found below.

### The energy at given stress

For a crystal under stress $\boldsymbol\sigma$ the energy is

$$G(P,\boldsymbol\sigma)=G_0(P)-\tfrac12\,\boldsymbol\sigma\cdot\mathsf s\,\boldsymbol\sigma-\boldsymbol\sigma\cdot\mathbf u^0(P), \tag{6}$$

with $\mathsf s$ the compliance matrix and $\mathbf u^0$ the spontaneous strain. Cubic symmetry gives, for polarisation along axis 3,

$$\mathbf u^0=(Q_{12}P^2,\;Q_{12}P^2,\;Q_{11}P^2,\;0,\;0,\;0). \tag{7}$$

The shear entries vanish because they are proportional to products of two different components of $\mathbf P$. The strain is

$$\mathbf u=-\frac{\partial G}{\partial\boldsymbol\sigma}=\mathsf s\,\boldsymbol\sigma+\mathbf u^0, \tag{8}$$

which is Hooke's law measured from the spontaneous shape.

The substrate and the free top face impose mixed conditions:

$$u_1=u_2=u_m,\quad u_6=0;\qquad \sigma_3=\sigma_4=\sigma_5=0 . \tag{9}$$

In a cubic crystal $u_6=s_{44}\sigma_6+u^0_6$. Since $u_6=u^0_6=0$, the shear stress $\sigma_6$ vanishes. The first two components of (8) read

$$u_m=s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2,\qquad u_m=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2 .$$

Subtracting them gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. A stable crystal has a positive definite $\mathsf s$, so $s_{11}-s_{12}>0$ and $S>0$. Hence $\sigma_1=\sigma_2=\sigma$, with

$$\sigma=\frac{u_m-Q_{12}P^2}{S}. \tag{10}$$

The stress depends on the polarisation. A film that is compressed while unpolarised can come under tension when it polarises, if $Q_{12}$ is negative. The third component of (8) gives the out-of-plane strain,

$$u_3=Q_{11}P^2+2s_{12}\sigma . \tag{11}$$

### The potential that the film minimises

At given strain the energy to be minimised is the Legendre transform $H=G+\boldsymbol\sigma\cdot\mathbf u$. Insert (6), and use (8) in the form $\mathbf u-\mathbf u^0=\mathsf s\boldsymbol\sigma$:

$$H=G_0-\tfrac12\boldsymbol\sigma\cdot\mathsf s\boldsymbol\sigma+\boldsymbol\sigma\cdot(\mathbf u-\mathbf u^0)=G_0+\tfrac12\boldsymbol\sigma\cdot\mathsf s\boldsymbol\sigma .$$

With the stiffness matrix $\mathsf c=\mathsf s^{-1}$ this becomes

$$H(P,\mathbf u)=G_0(P)+\tfrac12(\mathbf u-\mathbf u^0)\cdot\mathsf c\,(\mathbf u-\mathbf u^0). \tag{12}$$

The substrate fixes $u_1,u_2,u_6$. The other three strains are free to lower the energy, and $\partial H/\partial u_i=\sigma_i$, so their minimum lies where $\sigma_3=\sigma_4=\sigma_5=0$. Zero out-of-plane stress is therefore the result of minimising $H$ over the free strains. The film potential is

$$F(P)=\min_{u_3,u_4,u_5}H=G+\sigma_1u_1+\sigma_2u_2+\sigma_6u_6 . \tag{13}$$

For $\sigma_1=\sigma_2=\sigma$ and all other stresses zero,

$$\tfrac12\boldsymbol\sigma\cdot\mathsf s\boldsymbol\sigma=\tfrac12(2s_{11}\sigma^2+2s_{12}\sigma^2)=S\sigma^2 .$$

Equation (10) turns this into

$$F(P)=G_0(P)+\frac{(u_m-Q_{12}P^2)^2}{S}, \tag{14}$$

in agreement with the two-step argument. Expanding the square and collecting powers of $P$ gives

$$F(P)=\frac{u_m^2}{S}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6, \tag{15}$$

$$\boxed{a_3^*=a_1-\frac{2Q_{12}u_m}{s_{11}+s_{12}},\qquad a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}}.} \tag{16}$$

The Legendre terms in (13) matter. Suppose that the stress (10) is put back into $G$ itself. Then

$$G=G_0-S\sigma^2-2Q_{12}\sigma P^2
=G_0-\frac{(u_m-Q_{12}P^2)(u_m+Q_{12}P^2)}{S}
=G_0-\frac{u_m^2}{S}+\frac{Q_{12}^2}{S}P^4 .$$

The quartic correction comes out right and the quadratic one is missing. This expression is the value of $G$ along the constrained path. It is not the quantity that is stationary at equilibrium, because $G$ is minimal at fixed stress and here the stress changes with $P$.

### What the two corrections mean

The quadratic correction is linear in the misfit. For $Q_{12}<0$, compression ($u_m<0$) lowers $a_3^*$ and favours out-of-plane polarisation, and tension opposes it. The quartic correction does not depend on the misfit and cannot be negative in this model. It is the cost of preventing the in-plane spontaneous strain, and it is present on every substrate. If $Q_{12}=0$, both corrections vanish, because polarising then leaves the in-plane dimensions alone. In the limit of a very compliant film, $S\to\infty$, they vanish too.

The sixth-order coefficient is unchanged because the elastic energy is the square of an expression linear in $P^2$. This depends on the assumption of quadratic electrostriction. If the in-plane spontaneous strain were $Q_{12}P^2+RP^4$, the square in (14) would contain the further terms $-2Ru_mP^4/S$, $2Q_{12}RP^6/S$ and $R^2P^8/S$. The quartic coefficient would then depend on the misfit, and the sixth-order one would change.

A substrate with unequal spacings along the two axes imposes $u_1=\bar u+\delta$ and $u_2=\bar u-\delta$. The elastic strains are $e_{1,2}=\bar u-Q_{12}P^2\pm\delta$. Equal strains are resisted through the compliance $S$, and opposite strains through $s_{11}-s_{12}$, so the energy is

$$\frac{(\bar u-Q_{12}P^2)^2}{S}+\frac{\delta^2}{s_{11}-s_{12}} .$$

The second term does not contain $P$. For polarisation along the normal, (16) therefore holds with $u_m$ replaced by the mean misfit $\bar u$.

### The same result from constant-strain coefficients

Calculations at fixed cell shape yield coefficients at constant strain. To connect them with (16), expand (12) for $u_1=u_2=u_m$ and zero shear. The part of the elastic energy that is quadratic in $\mathbf u^0$ adds to the quartic term and gives

$$a_{11}^{u}=a_{11}+\tfrac12c_{11}(Q_{11}^2+2Q_{12}^2)+c_{12}(2Q_{11}Q_{12}+Q_{12}^2). \tag{17}$$

The part linear in both $\mathbf u$ and $\mathbf u^0$ is $-q_{11}u_3P^2-2q_{12}u_mP^2$, with

$$q_{11}=c_{11}Q_{11}+2c_{12}Q_{12},\qquad q_{12}=c_{12}Q_{11}+(c_{11}+c_{12})Q_{12}. \tag{18}$$

Altogether,

$$H=a_1P^2+a_{11}^uP^4+a_{111}P^6-2q_{12}u_mP^2+(c_{11}+c_{12})u_m^2+\tfrac12c_{11}u_3^2-(q_{11}P^2-2c_{12}u_m)u_3 .$$

Setting $\partial H/\partial u_3=0$ gives $u_3=(q_{11}P^2-2c_{12}u_m)/c_{11}$. The two terms with $u_3$ then sum to

$$-\frac{(q_{11}P^2-2c_{12}u_m)^2}{2c_{11}}=-\frac{q_{11}^2}{2c_{11}}P^4+\frac{2c_{12}q_{11}u_m}{c_{11}}P^2-\frac{2c_{12}^2u_m^2}{c_{11}} .$$

Reading off the coefficients,

$$a_3^*=a_1-2u_m\Big(q_{12}-\frac{c_{12}q_{11}}{c_{11}}\Big),\qquad a_{33}^*=a_{11}^u-\frac{q_{11}^2}{2c_{11}} . \tag{19}$$

To see that these equal (16), define $M=c_{11}+c_{12}-2c_{12}^2/c_{11}$. Substituting (18), the terms in $Q_{11}$ cancel:

$$q_{12}-\frac{c_{12}q_{11}}{c_{11}}=c_{12}Q_{11}+(c_{11}+c_{12})Q_{12}-c_{12}Q_{11}-\frac{2c_{12}^2}{c_{11}}Q_{12}=MQ_{12} .$$

For the quartic coefficient, use

$$\frac{q_{11}^2}{2c_{11}}=\tfrac12c_{11}Q_{11}^2+2c_{12}Q_{11}Q_{12}+\frac{2c_{12}^2}{c_{11}}Q_{12}^2 .$$

Subtracting this from (17) leaves $a_{11}+MQ_{12}^2$. Finally, $M$ is the biaxial modulus. In an unpolarised film with $\sigma_3=0$ one has $u_3=-2c_{12}u_m/c_{11}$, so $\sigma_1=(c_{11}+c_{12})u_m+c_{12}u_3=Mu_m$. Equation (1) says that the same stress is $u_m/S$. Therefore $M=1/S$, and (19) coincides with (16).

The film's quartic coefficient thus lies between two others. It is no smaller than that of the free crystal, since $Q_{12}^2/S\ge0$, and no larger than that of a crystal clamped in all directions, since $q_{11}^2/(2c_{11})\ge0$. The free top face gives back part of what complete clamping would cost.

## Consequences, limits and a lead titanate film

### Symbols and results carried over

The film has polarisation $P$ along its normal, misfit strain $u_m$ relative to the unstressed cubic lattice, and biaxial compliance $S=s_{11}+s_{12}$. The free crystal has the energy $G_0=a_1P^2+a_{11}P^4+a_{111}P^6$ and the in-plane spontaneous strain $Q_{12}P^2$. The film energy is $F=G_0+(u_m-Q_{12}P^2)^2/S$, with in-plane stress $\sigma=(u_m-Q_{12}P^2)/S$. Its coefficients are $a_3^*=a_1-2Q_{12}u_m/S$, $a_{33}^*=a_{11}+Q_{12}^2/S$ and an unchanged $a_{111}>0$.

### The example and its coefficients

The parameters are rough, rounded values for lead titanate, and the misfit is roughly that of strontium titanate as a substrate: $u_m=-1.5\,\%$, film thickness $d=20$ nm, temperature 300 K. This material suits the problem because its $a_{11}$ is negative but small. Energies are in MJ/m³, which is the same as MPa, and $P$ in the formulas is in C/m².

The quadratic coefficient is $a_1=\alpha_0(T-T_0)$ with $\alpha_0=0.38$ MJ m/(C² K) and $T_0=750$ K. At 300 K this gives $a_1=0.38\times(-450)=-171$ MJ m/C². With $Q_{12}=-0.026$ m⁴/C² and $S=8.0-2.5=5.5$ TPa⁻¹ $=5.5\times10^{-6}$ MPa⁻¹, the corrections are

$$-\frac{2Q_{12}u_m}{S}=-\frac{2(-0.026)(-0.015)}{5.5\times10^{-6}}=-141.8,\qquad \frac{Q_{12}^2}{S}=\frac{(0.026)^2}{5.5\times10^{-6}}=122.9 .$$

Hence $a_3^*=-171.0-141.8=-312.8$ MJ m/C². With $a_{11}=-70$ MJ m⁵/C⁴, the film has $a_{33}^*=-70+122.9=52.9$ MJ m⁵/C⁴. Clamping has reversed the sign of the quartic coefficient. Complete clamping would have raised it to 437.4 MJ m⁵/C⁴.

These coefficients were also tested without using (16). The full six-component strain energy (12) was relaxed numerically over $u_3,u_4,u_5$ at misfits of $-2.0$, $-1.5$ and $+1.0\,\%$, for 15 polarisations from 0 to 1 C/m². A polynomial fitted to the energies had the coefficients of (15), and no $P^8$ term within rounding error.

The substrate shifts the quadratic coefficient in proportion to the misfit and adds a positive quartic term, which in the lead titanate example turns the quartic coefficient from negative to positive. What remains is to find what this does to the transition, the polarisation and switching, and how far domains, in-plane polarisation and imperfect screening limit the result.
